# Changing the Dependent Component in a Ternary Diffusivity Matrix, part 1

(Sections cited here and not found follow in the second part.)

## 1. Constant molar volume: the similarity and its invariants

### The physical situation

Two nickel-rich Ni–Cr–Al single crystals are joined face to face and annealed at 1373 K. Both contain 10 at% Cr, but one contains 4 at% Al and the other 8 at%. Aluminium flows down its gradient, and chromium, uniform at the start, is set in motion by the aluminium gradient.

A description of this couple needs two composition variables, because the third follows from the other two. One data set may treat nickel as the dependent component and list coefficients for Cr and Al. A simulation code may expect aluminium to be dependent and ask for coefficients for Cr and Ni. The coefficient linking the chromium flux to the chromium gradient is then in general different, although the alloy is the same. The questions are how to convert the matrix, and which of its properties belong to the alloy rather than to the choice of variables.

Number the components 1 = Cr, 2 = Al and 3 = Ni. The derivation holds for any ternary single phase that meets the assumptions below.

### Concentrations and the first constraint

Let $c_i$ be the amount of component $i$ per unit volume, $c=\sum_i c_i$ the total concentration and $x_i=c_i/c$ the mole fraction. The molar volume is $V_m=1/c$. The partial molar volume $V_i$ is the change of total volume per mole of $i$ added at fixed temperature, pressure and other amounts.

In this first half $V_m$ does not depend on composition. The volume of $n=\sum_i n_i$ moles is then $nV_m$, and

$$
V_i=\frac{\partial (nV_m)}{\partial n_i}=V_m .
$$

Constant molar volume therefore means that the three partial molar volumes are equal. It also makes $c=1/V_m$ uniform. With $g_i=\nabla c_i$, the gradient of $\sum_i c_i=c$ gives

$$
g_1+g_2+g_3=0. \tag{1}
$$

### Fluxes and the second constraint

A flux has a value only relative to a frame. Let $v_i$ be the mean velocity of component $i$. The number-fixed frame moves with $v^N=\sum_i x_iv_i$, and the flux in it is $J_i=c_i(v_i-v^N)$. Adding the three fluxes gives

$$
\sum_i J_i=\sum_i c_iv_i-c\,v^N=c\,v^N-c\,v^N=0. \tag{2}
$$

This is not the frame of the crystal lattice. Relative to the lattice the atomic fluxes need not cancel, because vacancies can carry the difference. The coefficients used here are interdiffusion coefficients, which already include the shift from the lattice frame to the number-fixed frame. Vacancies are assumed to stay near local equilibrium, at a fraction small enough to leave out of (1).

Equations (1) and (2) have the same coefficients, $(1,1,1)$. The result rests on this match.

### The diffusion law

With component 3 dependent, the linear law for an isotropic phase is

$$
\begin{aligned}
J_1&=-D_{11}g_1-D_{12}g_2,\\
J_2&=-D_{21}g_1-D_{22}g_2 .
\end{aligned}\tag{3}
$$

Elements written without a superscript belong to this choice. As a matrix they form $D^{(3)}$, where the superscript names the dependent component. The first index labels the flux and the second the gradient. The minus sign makes a positive diagonal element drive a component down its own gradient when the other independent gradient is zero.

That last condition explains why coefficients change. In $D^{(3)}$, the element $D_{11}$ is the response of Cr to a Cr gradient at zero Al gradient, so nickel compensates. With aluminium dependent, the Cr–Cr element is the response at zero Ni gradient, so aluminium compensates. These are two different experiments.

### Making component 1 dependent

The independent gradients are now $g_2$ and $g_3$. From (1), $g_1=-g_2-g_3$. Insert this in the second line of (3):

$$
\begin{aligned}
J_2&=-D_{21}(-g_2-g_3)-D_{22}g_2\\
&=-(D_{22}-D_{21})g_2-(-D_{21})g_3 .
\end{aligned}
$$

The flux of component 3 follows from (2):

$$
\begin{aligned}
J_3&=-J_1-J_2\\
&=(D_{11}+D_{21})g_1+(D_{12}+D_{22})g_2\\
&=(D_{12}+D_{22}-D_{11}-D_{21})g_2-(D_{11}+D_{21})g_3 .
\end{aligned}
$$

The new matrix is defined by $J=-D^{(1)}g$, so each coefficient is read off with its sign reversed. In the order (2, 3),

$$
D^{(1)}=
\begin{pmatrix}
D_{22}-D_{21} & -D_{21}\\
D_{11}+D_{21}-D_{12}-D_{22} & D_{11}+D_{21}
\end{pmatrix}. \tag{4}
$$

The two independent gradients can be chosen at will, so two laws that give the same fluxes for every choice must have the same elements. The matrix in (4) is therefore unique.

### The same step as a similarity

The new gradients are linear functions of the old ones:

$$
\begin{pmatrix}g_2\\g_3\end{pmatrix}
=A_1\begin{pmatrix}g_1\\g_2\end{pmatrix},\qquad
A_1=\begin{pmatrix}0&1\\-1&-1\end{pmatrix}. \tag{5}
$$

The first row copies $g_2$, and the second is constraint (1). Because the fluxes obey (2), with the same coefficients, the same matrix converts them. Write $g$ and $J$ for the old pairs, and $g'=A_1g$ and $J'=A_1J$ for the new ones. Then

$$
J'=A_1J=-A_1D^{(3)}g=-A_1D^{(3)}A_1^{-1}g',
$$

and uniqueness gives

$$
D^{(1)}=A_1D^{(3)}A_1^{-1}. \tag{6}
$$

The determinant of $A_1$ is $0\cdot(-1)-1\cdot(-1)=1$, so the inverse exists:

$$
A_1^{-1}=\begin{pmatrix}-1&-1\\1&0\end{pmatrix}.
$$

Multiplying out (6) recovers (4). The first product is

$$
D^{(3)}A_1^{-1}=
\begin{pmatrix}
D_{12}-D_{11}&-D_{11}\\
D_{22}-D_{21}&-D_{21}
\end{pmatrix}.
$$

Multiplication by $A_1$ from the left puts the second row of this product first, and minus the sum of its rows second. That is (4).

### Making component 2 dependent

In the order (1, 3), the conversion matrix is

$$
A_2=\begin{pmatrix}1&0\\-1&-1\end{pmatrix},\qquad A_2^2=I,
$$

so $A_2$ is its own inverse. The two products are

$$
D^{(3)}A_2=
\begin{pmatrix}
D_{11}-D_{12}&-D_{12}\\
D_{21}-D_{22}&-D_{22}
\end{pmatrix},
$$

$$
D^{(2)}=A_2D^{(3)}A_2=
\begin{pmatrix}
D_{11}-D_{12}&-D_{12}\\
D_{12}+D_{22}-D_{11}-D_{21}&D_{12}+D_{22}
\end{pmatrix}. \tag{7}
$$

The order of the pair is part of the definition. Reversing it exchanges both the rows and the columns. This is itself a similarity, by a permutation, but a code that exchanges only the rows will use a wrong law.

### Why the eigenvalues survive

For either conversion, $\lambda I=A\lambda IA^{-1}$. Hence

$$
\begin{aligned}
\det(ADA^{-1}-\lambda I)
&=\det\!\left[A(D-\lambda I)A^{-1}\right]\\
&=\det A\;\det(D-\lambda I)\;\det A^{-1}\\
&=\det(D-\lambda I).
\end{aligned}\tag{8}
$$

The characteristic polynomials agree, so the eigenvalues agree, including repeated ones. For a $2\times2$ matrix this polynomial is $\lambda^2-T\lambda+\Delta$, with trace $T$ and determinant $\Delta$, and both are invariant.

The elements in (4) show the cancellation directly. The trace is $(D_{22}-D_{21})+(D_{11}+D_{21})=D_{11}+D_{22}$. The determinant is

$$
\begin{aligned}
&(D_{22}-D_{21})(D_{11}+D_{21})\\
&\quad+D_{21}(D_{11}+D_{21}-D_{12}-D_{22})\\
&=D_{11}D_{22}+D_{21}D_{22}-D_{11}D_{21}-D_{21}^2\\
&\quad+D_{11}D_{21}+D_{21}^2-D_{12}D_{21}-D_{21}D_{22}\\
&=D_{11}D_{22}-D_{12}D_{21}.
\end{aligned}
$$

### The three matrices of the alloy

Let $U=10^{-10}\ \mathrm{cm^2/s}$. The example uses rough round values, chosen rather than measured:

$$
D^{(3)}=\begin{pmatrix}0.6&0.4\\0.3&1.2\end{pmatrix}U .
$$

For aluminium dependent, (7) gives $0.6-0.4=0.2$ and $-0.4$ in the first row, and $0.4+1.2-0.6-0.3=0.7$ and $0.4+1.2=1.6$ in the second. For chromium dependent, (4) gives $1.2-0.3=0.9$ and $-0.3$, then $0.6+0.3-0.4-1.2=-0.7$ and $0.6+0.3=0.9$. Thus

$$
D^{(2)}=\begin{pmatrix}0.2&-0.4\\0.7&1.6\end{pmatrix}U,\qquad
D^{(1)}=\begin{pmatrix}0.9&-0.3\\-0.7&0.9\end{pmatrix}U .
$$

All three have trace $1.8\,U$ and determinant $0.60\,U^2$, so

$$
\lambda_\pm=\left(0.9\pm\sqrt{0.9^2-0.60}\right)U,
$$

or $\lambda_s=0.442\,U$ and $\lambda_f=1.358\,U$. The subscripts mean slow and fast. The Cr–Cr element falls from $0.6\,U$ to $0.2\,U$ when aluminium replaces nickel as the dependent component. Neither number is the diffusivity of chromium apart from a statement of what compensates it.

The subtraction also matters for uncertainty. An error of 10% in the value $0.6\,U$, with $D_{12}$ held fixed, is $0.06\,U$. In the converted element $0.2\,U$ it is an error of 30%. Measured matrices should be converted before they are rounded, and their errors converted with them.

### What an eigenvalue means

Let $(r_1,r_2)$ be an eigenvector of $D^{(3)}$ with eigenvalue $\lambda$. Add the component $r_3=-r_1-r_2$, so that (1) is satisfied, and let the gradients be $g_i=s\,r_i$, where $s$ sets their size. The law gives $J_1=-\lambda s r_1$ and $J_2=-\lambda s r_2$. Constraint (2) then gives

$$
J_3=-J_1-J_2=\lambda s(r_1+r_2)=-\lambda s r_3 .
$$

All three components obey

$$
J_i=-\lambda g_i . \tag{9}
$$

No component is singled out in (9). An eigenvector is a direction in composition space along which the alloy diffuses with one coefficient, and every choice of independent pair sees the same direction. This is the physical content of the invariance.

For the example, the first row of $D^{(3)}r=\lambda r$ gives $r_1/r_2=0.4\,U/(\lambda-0.6\,U)$. With $r_2=1$, the directions Cr : Al : Ni are

$$
\begin{aligned}
\text{slow: }&-2.53:1:1.53,\\
\text{fast: }&\phantom{-}0.53:1:-1.53 .
\end{aligned}
$$

In the slow mode chromium is exchanged for nickel and aluminium together. In the fast mode aluminium and chromium move together against nickel.

To connect $\lambda$ with a rate, consider one dimension and let $v$ be the velocity of the number-fixed frame in the laboratory. Conservation reads $\partial c_i/\partial t=-\partial(J_i+c_iv)/\partial z$. Summing over $i$, with $c$ constant and (2), gives $0=-c\,\partial v/\partial z$. Thus $v$ is uniform, and it vanishes if one end of the sample, beyond the reach of diffusion, is held at rest. Then $\partial c_i/\partial t=-\partial J_i/\partial z$.

For a weak composition wave $r_i\,a(t)\cos kz$ along an eigenvector, (9) gives $da/dt=-\lambda k^2a$, so $a(t)=a(0)e^{-\lambda k^2t}$. A decay rate cannot depend on which concentration is left out of the bookkeeping.

### Limiting cases

If $D^{(3)}=dI$, then $AdIA^{-1}=dI$, and every choice gives the same matrix. This is the case of one common diffusivity.

If $D^{(3)}$ is diagonal with $D_{11}\ne D_{22}$, (4) becomes

$$
D^{(1)}=\begin{pmatrix}D_{22}&0\\D_{11}-D_{22}&D_{11}\end{pmatrix}.
$$

A cross coefficient has appeared. The absence of cross terms is thus a property of a matrix in given variables, and deleting them before a conversion is not the same approximation as deleting them after it.

A diagonal element can even be negative in a stable alloy. Take $D_{21}=0$ with $D_{11}$ and $D_{22}$ positive and unequal. The eigenvalues are $D_{11}$ and $D_{22}$ whatever $D_{12}$ is, but $D^{(2)}$ has the first element $D_{11}-D_{12}$, which is negative when $D_{12}>D_{11}$. A validity check on input data should therefore examine the eigenvalues and not the signs of the diagonal elements.

## 2. Unequal volumes, failure of the rule, and use in a diffusion couple

### Symbols and results carried over

Components 1, 2, 3 are Cr, Al, Ni. Their concentrations are $c_i$, with sum $c$; their mole fractions are $x_i$, their partial molar volumes $V_i$, their concentration gradients $g_i$ and their fluxes $J_i$. With component 3 dependent, $J=-D^{(3)}g$ for the pair (1, 2), and the elements are $D_{11},D_{12},D_{21},D_{22}$. For equal $V_i$, making component $k$ dependent gives $D^{(k)}=A_kD^{(3)}A_k^{-1}$, because fluxes and gradients obey the same constraint. The example has $D_{11}=0.6$, $D_{12}=0.4$, $D_{21}=0.3$ and $D_{22}=1.2$ in units of $U=10^{-10}\ \mathrm{cm^2/s}$, with eigenvalues $\lambda_s=0.442\,U$ and $\lambda_f=1.358\,U$.

### Equal volumes are sufficient, not necessary

Let the $V_i$ differ, and let them depend on composition. The total volume is $V=\sum_i n_iV_i$, because volume is proportional to the amount of material at fixed composition, temperature and pressure. Its differential is

$$
dV=\sum_i V_i\,dn_i+\sum_i n_i\,dV_i .
$$

The definition of $V_i$ gives $dV=\sum_iV_i\,dn_i$ at fixed temperature and pressure, so $\sum_i n_i\,dV_i=0$. Dividing $V=\sum_i n_iV_i$ by $V$ gives $\sum_i c_iV_i=1$. Its gradient is

$$
\sum_iV_ig_i+\sum_ic_i\nabla V_i=0 ,
$$

and the second sum vanishes by the relation just found. Hence

$$
V_1g_1+V_2g_2+V_3g_3=0. \tag{10}
$$

The matching frame is the volume-fixed frame, which moves with $v^V=\sum_ic_iV_iv_i$. With $J_i^V=c_i(v_i-v^V)$,

$$
\sum_iV_iJ_i^V=v^V-v^V\sum_ic_iV_i=0. \tag{11}
$$

The coefficients in (10) and (11) agree. With $a=V_1/V_3$ and $b=V_2/V_3$, both constraints express the third quantity as $-a$ times the first minus $b$ times the second. The conversion matrices become

$$
A_1(V)=\begin{pmatrix}0&1\\-a&-b\end{pmatrix},\qquad
A_2(V)=\begin{pmatrix}1&0\\-a&-b\end{pmatrix}, \tag{12}
$$

with determinants $a$ and $-b$. For positive partial molar volumes neither vanishes. The argument for similarity applies unchanged at each composition, with the local $V_i$, and the eigenvalues are again invariant.

Changing the dependent component leaves the eigenvalues of the diffusion matrix unchanged when fluxes and gradients obey the same constraint, as they do for equal partial molar volumes and, in the volume-fixed frame, for unequal ones. What remains is to write out the elements for unequal volumes, show how mixing frames breaks the rule, and apply the conversion to the diffusion couple and in code.
